# Gauss-Chebyshev Quadrature of the Second Kind and Nested Radial Grids: a program that tests the result

```python
"""Gauss-Chebyshev quadrature of the second kind and nested radial grids.

Result under test: for integral_{-1}^{1} sqrt(1-x^2) f(x) dx the n-point
Gauss rule has x_i = cos(i h), w_i = h sin(i h)^2, h = pi/(n+1).
Halving h gives a (2n+1)-point rule containing all old nodes, with half the
old weights. The change on halving estimates the error, but does not bound it.
Radial map: r = R (1+x)/(1-x), R in bohr. Densities are in atomic units.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_chebyu, iv
from pyscf import gto, scf


def closed_rule(n):
    h = np.pi / (n + 1)
    theta = h * np.arange(1, n + 1)
    return np.cos(theta), h * np.sin(theta)**2


def jacobi_rule(n):
    """Gauss rule from the three-term recurrence, by diagonalization."""
    x, vectors = eigh_tridiagonal(np.zeros(n), 0.5 * np.ones(n - 1))
    return x[::-1], (np.pi / 2 * vectors[0]**2)[::-1]


def weighted_integral(f):
    return quad(f, -1, 1, weight='alg', wvar=(0.5, 0.5),
                epsabs=1e-12, epsrel=1e-12)[0]


# Closed nodes and weights against diagonalization; degree of exactness
for n in (3, 7, 12, 15):
    x, w = closed_rule(n)
    xj, wj = jacobi_rule(n)
    assert np.allclose(x, xj, atol=1e-13) and np.allclose(w, wj, atol=1e-13)
    for degree in range(2 * n):
        exact = weighted_integral(lambda t: t**degree)
        assert abs(w @ x**degree - exact) < 1e-10
    square = weighted_integral(lambda t: eval_chebyu(n, t)**2)
    assert abs(square - np.pi / 2) < 1e-9
    assert abs(w @ eval_chebyu(n, x)**2) < 1e-10

# Nesting, checked on rules obtained by diagonalization
for n in (3, 7, 15):
    xc, wc = jacobi_rule(n)
    xf, wf = jacobi_rule(2 * n + 1)
    assert np.allclose(xf[1::2], xc, atol=1e-13)
    assert np.allclose(wf[1::2], wc / 2, atol=1e-13)
x7, x14 = jacobi_rule(7)[0], jacobi_rule(14)[0]
assert np.min(np.abs(x7[:, None] - x14[None, :])) > 1e-3

for n in (3, 7):
    for i, (x, w) in enumerate(zip(*closed_rule(n)), 1):
        print(f"n={n} i={i}: node {x:+.8f}, weight {w:.8f}")
exp_exact = weighted_integral(np.exp)
assert abs(exp_exact - np.pi * iv(1, 1.0)) < 1e-11
print(f"exp(x): reference integral {exp_exact:.10f}")
for n in (3, 7):
    x, w = closed_rule(n)
    value = w @ np.exp(x)
    print(f"exp(x): n={n}, Q={value:.10f}, error={value-exp_exact:.2e}")

# Error as a sum of aliased Fourier coefficients, f = 1/(1.1-x)
def pole(t):
    return 1 / (1.1 - t)


def cosine_coefficient(k):
    return 2 / np.pi * quad(
        lambda t: np.sin(t)**2 * pole(np.cos(t)), 0, np.pi,
        weight='cos', wvar=k, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


xc, wc = jacobi_rule(3)
xf, wf = jacobi_rule(7)
pole_error = wc @ pole(xc) - weighted_integral(pole)
pole_change = wc @ pole(xc) - wf @ pole(xf)
coefficients = [cosine_coefficient(8 * m) for m in range(1, 9)]
alias_error = np.pi * sum(coefficients)
alias_change = np.pi * sum(coefficients[::2])
assert abs(pole_error - alias_error) < 1e-9
assert abs(pole_change - alias_change) < 1e-9
print(f"1/(1.1-x): n=3 true error {pole_error:.8f}")
print(f"1/(1.1-x): n=3 aliased sum {alias_error:.8f}")
print(f"1/(1.1-x): Q3-Q7 {pole_change:.8f}")

# A function for which the change vanishes although both rules are wrong
fooled_3 = wc @ eval_chebyu(16, xc)
fooled_7 = wf @ eval_chebyu(16, xf)
fooled_exact = quad(lambda t: np.sin(t) * np.sin(17 * t), 0, np.pi)[0]
assert abs(fooled_3 - fooled_7) < 1e-10
assert abs(fooled_exact) < 1e-10 and abs(fooled_3 - np.pi / 2) < 1e-10
print(f"U_16: Q3={fooled_3:.8f}, Q7={fooled_7:.8f}, "
      f"integral={abs(fooled_exact):.8f}")


# Radial grids
def radial_grid(n, scale=1.0):
    h = np.pi / (n + 1)
    half = 0.5 * h * np.arange(1, n + 1)
    r = scale / np.tan(half)**2
    return r, h * r**2 * scale * np.cos(half) / np.sin(half)**3


xj, wj = jacobi_rule(31)
r_map = 1.5 * (1 + xj) / (1 - xj)
w_map = wj / np.sqrt(1 - xj**2) * r_map**2 * 3.0 / (1 - xj)**2
r31, w31 = radial_grid(31, 1.5)
assert np.allclose(r31, r_map, rtol=1e-9)
assert np.allclose(w31, w_map, rtol=1e-8)

# Hydrogen 1s: 4 pi rho(r) = 4 exp(-2r), norm 1; high precision sums
mp.mp.dps = 30


def hydrogen_norm(n):
    h = mp.pi / (n + 1)
    total = mp.mpf(0)
    for i in range(1, n + 1):
        half = i * h / 2
        r = mp.cot(half)**2
        total += r**2 * mp.cos(half) / mp.sin(half)**3 * 4 * mp.exp(-2 * r)
    return h * total


sizes = (7, 15, 31, 63, 127)
norms = {n: hydrogen_norm(n) for n in sizes}
errors = {n: norms[n] - 1 for n in sizes}
for k, n in enumerate(sizes):
    change = "none" if k == 0 else mp.nstr(norms[n] - norms[sizes[k-1]], 4)
    print(f"H 1s: n={n}, norm={mp.nstr(norms[n], 13)}, "
          f"error={mp.nstr(errors[n], 4)}, change={change}")
for n in (63, 127):
    predicted = -4 * (mp.pi / (n + 1))**6 / 8064
    assert abs(errors[n] / predicted - 1) < 0.01
    print(f"H 1s: n={n}, predicted error {mp.nstr(predicted, 4)}")
error_ratio = errors[63] / errors[127]
fine_estimate = (norms[63] - norms[127]) / 63
assert abs(error_ratio / 64 - 1) < 0.01
assert abs(fine_estimate / errors[127] - 1) < 0.01
print(f"H 1s: error ratio n=63 to n=127: {mp.nstr(error_ratio, 5)}")
print(f"H 1s: n=127 error from change/63: {mp.nstr(fine_estimate, 4)}")


def hydrogen_angle_integrand(theta):
    r = 1 / np.tan(theta / 2)**2
    jacobian = np.cos(theta / 2) / np.sin(theta / 2)**3
    return r**2 * jacobian * 4 * np.exp(-2 * r)


def adaptive(g, intervals, tolerance):
    h = np.pi / intervals
    values = g(h * np.arange(1, intervals))
    total, evaluations = h * values.sum(), values.size
    while intervals < 4096:
        h /= 2
        values = g(h * np.arange(1, 2 * intervals, 2))
        refined = total / 2 + h * values.sum()
        evaluations += values.size
        intervals *= 2
        change = abs(refined - total)
        total = refined
        if change < tolerance:
            return total, change, intervals - 1, evaluations
    raise RuntimeError("adaptive quadrature did not converge")


tolerance = 1e-6
value, change, final_n, evaluations = adaptive(
    hydrogen_angle_integrand, 8, tolerance)
xj, wj = jacobi_rule(final_n)
rj = (1 + xj) / (1 - xj)
direct = np.sum(wj / np.sqrt(1 - xj**2) * 2 / (1 - xj)**2
                * rj**2 * 4 * np.exp(-2 * rj))
assert abs(value - direct) < 1e-10
assert abs(value - 1) < tolerance
print(f"Adaptive H 1s: tolerance {tolerance:.0e}, final n={final_n}, "
      f"evaluations={evaluations}")
print(f"Adaptive H 1s: last change {change:.2e}, "
      f"true error {abs(value-1):.2e}")

# SiH4 electron count on a molecular grid
bond = 2.80
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
centres = np.vstack([np.zeros(3), bond * directions / np.sqrt(3)])
molecule = gto.M(atom=[(s, c.tolist()) for s, c in
                       zip(['Si', 'H', 'H', 'H', 'H'], centres)],
                 unit='Bohr', basis='def2-svp', verbose=0)
mean_field = scf.RHF(molecule)
energy = mean_field.kernel()
assert mean_field.converged
density_matrix = mean_field.make_rdm1()
electrons = np.einsum('ij,ji->', density_matrix, mean_field.get_ovlp())
assert abs(electrons - 18) < 1e-8


def angular_grid(n_polar):
    z, wz = np.polynomial.legendre.leggauss(n_polar)
    phi = np.pi * np.arange(2 * n_polar) / n_polar
    s = np.sqrt(1 - z**2)
    points = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                       np.outer(z, np.ones_like(phi))], axis=-1)
    weights = np.outer(wz, np.full(phi.size, np.pi / n_polar))
    return points.reshape(-1, 3), weights.ravel()


def becke_share(points, owner):
    distance = np.array([np.linalg.norm(points - c, axis=1) for c in centres])
    cells = np.ones_like(distance)
    for a in range(len(centres)):
        for b in range(a):
            mu = (distance[a] - distance[b]) / np.linalg.norm(
                centres[a] - centres[b])
            for _ in range(3):
                mu = 1.5 * mu - 0.5 * mu**3
            cells[a] *= 0.5 * (1 - mu)
            cells[b] *= 0.5 * (1 + mu)
    return cells[owner] / cells.sum(axis=0)


def shell_sums(n_radial, n_polar):
    """Angular integrals of the partitioned density, summed over atoms."""
    r, _ = radial_grid(n_radial)
    unit, w_ang = angular_grid(n_polar)
    shells = np.zeros(n_radial)
    for owner, centre in enumerate(centres):
        points = (r[:, None, None] * unit[None]).reshape(-1, 3) + centre
        orbitals = molecule.eval_gto('GTOval_sph', points)
        rho = np.einsum('pi,pi->p', orbitals @ density_matrix, orbitals)
        share = becke_share(points, owner)
        shells += (rho * share).reshape(n_radial, -1) @ w_ang
    return shells


print(f"SiH4: Si-H distance {bond:.2f} bohr, basis functions {molecule.nao}")
print(f"SiH4: RHF/def2-SVP energy {energy:.6f} hartree")
print(f"SiH4: analytic electron count {electrons:.8f}")
_, w127 = radial_grid(127)
counts = {}
for n_polar in (6, 24):
    shells = shell_sums(127, n_polar)
    previous = None
    for n in sizes:
        stride = 128 // (n + 1)
        pick = slice(stride - 1, None, stride)
        count = stride * np.sum(w127[pick] * shells[pick])
        counts[n_polar, n] = count
        text = "none" if previous is None else f"{count-previous:.2e}"
        print(f"SiH4: {2*n_polar**2} angular, n={n}, count={count:.7f}, "
              f"error={count-electrons:.2e}, change={text}")
        previous = count

# A separately built coarse grid must reproduce the reused shell values
separate = np.sum(radial_grid(31)[1] * shell_sums(31, 6))
assert abs(separate - counts[6, 31]) < 1e-8
coarse_error = abs(counts[6, 127] - electrons)
fine_error = abs(counts[24, 127] - electrons)
assert fine_error < 1e-3 and fine_error < coarse_error
assert abs(counts[6, 127] - counts[6, 63]) < 0.1 * coarse_error
assert (abs(counts[24, 127] - counts[24, 63])
        < 0.01 * abs(counts[24, 15] - counts[24, 7]))
print("PASS")
```

It prints:

```
n=3 i=1: node +0.70710678, weight 0.39269908
n=3 i=2: node +0.00000000, weight 0.78539816
n=3 i=3: node -0.70710678, weight 0.39269908
n=7 i=1: node +0.92387953, weight 0.05750945
n=7 i=2: node +0.70710678, weight 0.19634954
n=7 i=3: node +0.38268343, weight 0.33518963
n=7 i=4: node +0.00000000, weight 0.39269908
n=7 i=5: node -0.38268343, weight 0.33518963
n=7 i=6: node -0.70710678, weight 0.19634954
n=7 i=7: node -0.92387953, weight 0.05750945
exp(x): reference integral 1.7754996892
exp(x): n=3, Q=1.7754646766, error=-3.50e-05
exp(x): n=7, Q=1.7754996892, error=-1.11e-15
1/(1.1-x): n=3 true error -0.08528092
1/(1.1-x): n=3 aliased sum -0.08528092
1/(1.1-x): Q3-Q7 -0.08289629
U_16: Q3=1.57079633, Q7=1.57079633, integral=0.00000000
H 1s: n=7, norm=1.00628457445, error=0.006285, change=none
H 1s: n=15, norm=1.000011284316, error=1.128e-5, change=-0.006273
H 1s: n=31, norm=1.000000000448, error=4.481e-10, change=-1.128e-5
H 1s: n=63, norm=0.9999999999931, error=-6.937e-12, change=-4.55e-10
H 1s: n=127, norm=0.9999999999999, error=-1.084e-13, change=6.828e-12
H 1s: n=63, predicted error -6.94e-12
H 1s: n=127, predicted error -1.084e-13
H 1s: error ratio n=63 to n=127: 63.98
H 1s: n=127 error from change/63: -1.084e-13
Adaptive H 1s: tolerance 1e-06, final n=63, evaluations=63
Adaptive H 1s: last change 4.55e-10, true error 6.94e-12
SiH4: Si-H distance 2.80 bohr, basis functions 38
SiH4: RHF/def2-SVP energy -291.153927 hartree
SiH4: analytic electron count 18.00000000
SiH4: 72 angular, n=7, count=17.8163200, error=-1.84e-01, change=none
SiH4: 72 angular, n=15, count=17.9996745, error=-3.25e-04, change=1.83e-01
SiH4: 72 angular, n=31, count=17.9989021, error=-1.10e-03, change=-7.72e-04
SiH4: 72 angular, n=63, count=17.9988549, error=-1.15e-03, change=-4.72e-05
SiH4: 72 angular, n=127, count=17.9988550, error=-1.15e-03, change=3.43e-08
SiH4: 1152 angular, n=7, count=17.8150458, error=-1.85e-01, change=none
SiH4: 1152 angular, n=15, count=17.9999475, error=-5.25e-05, change=1.85e-01
SiH4: 1152 angular, n=31, count=17.9999408, error=-5.92e-05, change=-6.61e-06
SiH4: 1152 angular, n=63, count=17.9999993, error=-6.65e-07, change=5.85e-05
SiH4: 1152 angular, n=127, count=18.0000000, error=-3.06e-08, change=6.35e-07
PASS
```
